# Why Bernal graphite has electrons near K and holes near H

A tight-binding calculation of graphite needs an early decision: at what distance may the hopping be cut off? The hopping between next-nearest layers spans about 0.67 nm and amounts to about a hundredth of an electronvolt, against about 3 eV between neighbours in a layer. It looks like the first term to drop. For total energies on the electronvolt scale that may do no harm. For the number and placement of the carriers it is decisive: in the simplest model of the bands, dropping it removes every carrier at zero temperature. Keeping it puts electrons around the corner K of the Brillouin zone and holes around H, the point above K on the top face.

The model below has independent electrons, one \(p_z\) orbital per carbon atom and no spin-orbit coupling.

## Two kinds of column

Bernal stacking repeats after two layers, so the vertical period \(c\) is twice the layer spacing. The cell has four atoms, two per layer. An A atom has another A atom directly above and below it, at distance \(c/2\). A B atom faces the centres of hexagons in both adjacent layers. The next atom in its column is a B atom two layers away, at distance \(c\).

In a layer with in-plane lattice constant \(a\), set \(\tau=a/\sqrt3\). The three bonds from one sublattice to the other are

\[
\mathbf d_1=(0,-\tau),\qquad \mathbf d_{2,3}=(\pm a/2,\ \tau/2),
\]

or the negatives of these. At \(\mathbf K=(4\pi/3a,0)\) we have \(\mathbf K\cdot\mathbf d_1=0\) and \(\mathbf K\cdot\mathbf d_{2,3}=\pm2\pi/3\). The Bloch phases therefore add to

\[
1+e^{2\pi i/3}+e^{-2\pi i/3}=1+2\cos(2\pi/3)=0 .
\]

This cancels the in-plane hopping \(\gamma_0\). The oblique hoppings between adjacent layers, \(\gamma_3\) (B to B) and \(\gamma_4\) (A to B), also come in threes with these same lateral displacements, so they cancel too. The sum does not involve \(k_z\), and the cancellation holds along the whole vertical edge K-H. There each B orbital communicates only with its own column.

## The edge band

Let the hopping between successive B atoms in a column be \(\gamma_2/2\); the factor one half is the usual convention for \(\gamma_2\). With B site energy \(\varepsilon_B\), the chain of period \(c\) has

\[
E_3=\varepsilon_B+\frac{\gamma_2}{2}\left(e^{ik_zc}+e^{-ik_zc}\right)=\varepsilon_B+\gamma_2\cos k_zc .
\]

Put \(\theta=k_zc/2\), so that K is \(\theta=0\) and H is \(\theta=\pi/2\). Since \(\cos2\theta=2\cos^2\theta-1\),

\[
E_3=(\varepsilon_B-\gamma_2)+2\gamma_2\cos^2\theta .
\]

Choosing the energy zero at the B level at H means \(\varepsilon_B=\gamma_2\), and

\[
E_3=2\gamma_2\cos^2\frac{k_zc}{2}.
\]

The cell contains two B columns, one for each layer. They are equivalent and uncoupled on the edge, so the level is twofold degenerate. The squared cosine contains a choice of zero; the physical content is the difference \(2\gamma_2\) between K and H. With hopping between adjacent layers only, this difference is zero, whatever the values of \(\gamma_1\), \(\gamma_3\) and \(\gamma_4\).

The A columns have an atom in every layer. Their hopping \(\gamma_1\) couples the two A orbitals of the cell by \(\gamma_1(e^{i\theta}+e^{-i\theta})=2\gamma_1\cos\theta\). In the minimal model, which keeps \(\gamma_0,\gamma_1,\gamma_2\) and sets the A site energy to zero, the A levels are

\[
E_1=2\gamma_1\cos\theta,\qquad E_2=-2\gamma_1\cos\theta .
\]

I take \(-\pi/2\le\theta\le\pi/2\), \(\gamma_2<0\) and \(|\gamma_2|\ll\gamma_1\). Then \(E_2\le E_3\le E_1\).

## Away from the edge

A degenerate level that disperses along a line does not yet make a semimetal. We also need to know how it splits when the wavevector leaves the edge by \(\mathbf q=(q_x,q_y)\), with \(k=|\mathbf q|\). To first order in \(\mathbf q\), the phase sum for the bonds \(\mathbf d_j\) is

\[
i\sum_j e^{i\mathbf K\cdot\mathbf d_j}\,\mathbf q\cdot\mathbf d_j
=i\left[-\tau q_y+\frac{a q_x}{2}\,i\sqrt3-\frac{\tau q_y}{2}\right]
=-\frac{\sqrt3a}{2}(q_x+iq_y),
\]

where \(3\tau/2=\sqrt3a/2\) was used. Multiplying by the in-plane hopping \(-\gamma_0\) gives

\[
\pi_q=\hbar v(q_x+iq_y),\qquad \hbar v=\frac{\sqrt3}{2}a\gamma_0 .
\]

In the other layer the bonds are reversed and the element is \(\pi_q^*\). With amplitudes \(a_1,b_1\) in one layer and \(a_2,b_2\) in the other,

\[
\begin{aligned}
Ea_1&=\pi_q^*b_1+2\gamma_1\cos\theta\,a_2, & (E-E_3)b_1&=\pi_q a_1,\\
Ea_2&=\pi_q b_2+2\gamma_1\cos\theta\,a_1, & (E-E_3)b_2&=\pi_q^*a_2 .
\end{aligned}
\]

Eliminating the B amplitudes leaves

\[
\left[E-\frac{(\hbar vk)^2}{E-E_3}\right]a_1=2\gamma_1\cos\theta\,a_2
\]

and the same equation with \(a_1\) and \(a_2\) exchanged. The solutions are \(a_2=\pm a_1\), so the bracket equals \(E_1\) or \(E_2\):

\[
(E-E_j)(E-E_3)=(\hbar vk)^2,\qquad j=1,2 .
\]

Each value of \(j\) gives two bands,

\[
E=\frac{E_j+E_3}{2}\pm\sqrt{\left(\frac{E_j-E_3}{2}\right)^2+(\hbar vk)^2}.
\]

One rises from the higher of the two levels, the other falls from the lower. In the pair with \(E_2\), the level \(E_3\) is the higher and its band rises. In the pair with \(E_1\), it is the lower and its band falls. Away from H, and close to \(E_3\),

\[
E\simeq E_3\pm\frac{(\hbar vk)^2}{2\gamma_1\cos\theta}.
\]

At each \(k_z\), then, a conduction band and a valence band touch at \(E_3\).

## Why the Fermi level must cut the edge band

Four \(p_z\) electrons per cell fill two of the four bands. If a single plane of fixed \(k_z\) had to be neutral by itself, its Fermi level would sit at the touching point and it would have no carriers. But all planes share one Fermi level \(E_F\), while the touching point moves from \(2\gamma_2\) at K to zero at H.

Suppose \(E_F\ge0\). Both valence bands start at or below zero and are full, while the conduction band near K holds electrons: the crystal is negatively charged. Suppose instead \(E_F\le2\gamma_2\). Both conduction bands are empty, while the valence bands near H hold holes: the crystal is positively charged. Neutrality therefore requires

\[
2\gamma_2<E_F<0 .
\]

Around K the touching point lies below \(E_F\), and the rising band contains electrons. Around H it lies above \(E_F\), and the falling band contains holes. Electrons have moved from the H part of the edge to the K part, until one Fermi level serves both.

The sign of \(\gamma_2\) is essential. In the minimal model, reversing \(\gamma_2\) and \(E\) together leaves the pair equations unchanged, because \(E_1=-E_2\). A positive \(\gamma_2\) would thus put holes around K and electrons around H.

## Fermi level and carrier density

The pair equation gives the Fermi radius at once. For electrons and for the main hole pocket,

\[
(\hbar vk_F)^2=(E_F-E_2)(E_F-E_3),\qquad
(\hbar vk_F)^2=(E_1-E_F)(E_3-E_F).
\]

Very near H, where \(2\gamma_1\cos\theta<|E_F|\), the level \(E_2\) also lies above \(E_F\) and adds a small second hole pocket. To leading order in \(|\gamma_2|/\gamma_1\) we drop this pocket and replace \(E_F-E_2\) and \(E_1-E_F\) by \(2\gamma_1\cos\theta\). Both kinds of carrier are then described by one signed quantity, \(2\gamma_1\cos\theta\,(E_F-E_3)\), positive for electrons and negative for holes. Neutrality reads

\[
\int_{-\pi/2}^{\pi/2}\cos\theta\,(E_F-2\gamma_2\cos^2\theta)\,d\theta=0 .
\]

With \(s=\sin\theta\), the integral of \(\cos\theta\) is 2 and that of \(\cos^3\theta\) is \(\int_{-1}^{1}(1-s^2)ds=4/3\). Hence

\[
2E_F-\frac{8}{3}\gamma_2=0,\qquad E_F=\frac43\gamma_2 .
\]

The plain average of \(E_3\) over the edge is \(\gamma_2\). The Fermi level lies closer to the K end because the weight \(\cos\theta\), which measures the in-plane density of states, is largest there. The pockets meet where \(E_3=E_F\), at \(\cos^2\theta=2/3\), whatever the values of the hoppings in this limit.

For the density, count two spins and two complete vertical edges per zone (six edges, each shared by three zones). With \(dk_z=(2/c)\,d\theta\),

\[
n=4\int\frac{dk_z}{2\pi}\,\frac{\pi k_F^2}{(2\pi)^2}
=\frac{1}{\pi^2c}\int k_F^2\,d\theta .
\]

On the electron side \(E_F-E_3=2|\gamma_2|(\tfrac13-s^2)\), which is positive for \(|s|<s_0=1/\sqrt3\). Therefore

\[
\int\cos\theta\,(E_F-E_3)\,d\theta
=4|\gamma_2|\left(\frac{s_0}{3}-\frac{s_0^3}{3}\right)
=\frac{8|\gamma_2|}{9\sqrt3},
\]

and, multiplying by \(2\gamma_1/[\pi^2c(\hbar v)^2]\),

\[
n=p=\frac{16\,\gamma_1|\gamma_2|}{9\sqrt3\,\pi^2c\,(\hbar v)^2}.
\]

In the minimal model with \(|\gamma_2|\ll\gamma_1\), the density is proportional to \(|\gamma_2|\), however small it is. There is no threshold, because the bands already touch without it. The hopping \(\gamma_3\) changes this law at small \(|\gamma_2|\): with the values of \(\gamma_0\) and \(\gamma_1\) used below and \(\gamma_3=0.3\) eV, the density at \(\gamma_2=-5\) meV is well below what the formula gives.

## Numbers in the regime of graphite

Take the round values \(a=0.246\) nm, \(c=0.67\) nm, \(\gamma_0=3\) eV, \(\gamma_1=0.4\) eV and \(\gamma_2=-0.02\) eV. Then \(\hbar v=0.639\) eV nm. The edge level is at \(-40\) meV at K and at zero at H. The simple formulas give \(E_F=-26.7\) meV and

\[
n=\frac{16(0.4)(0.02)}{9\sqrt3\,\pi^2(0.67)(0.639)^2}\ \text{nm}^{-3}
=3.04\times10^{18}\ \text{cm}^{-3}.
\]

The pockets meet at \(\theta=35.3^\circ\), which is 39% of the way from K to H.

Solving the neutrality condition numerically with the full Fermi radii, second hole pocket included, gives \(E_F=-26.0\) meV and \(n=3.17\times10^{18}\) cm\(^{-3}\), 4% above the simple formula. The direction of the shift in \(E_F\) can be understood: the negative \(E_F\) reduces the factor \(E_F-E_2\) for electrons and increases \(E_1-E_F\) for holes, so the level must rise to restore the balance.

At K the Fermi radius is

\[
k_F=\frac{\sqrt{(0.774)(0.0140)}}{0.639}\ \text{nm}^{-1}=0.163\ \text{nm}^{-1}.
\]

At H, where \(E_1=E_2=E_3=0\), it is \(|E_F|/\hbar v=0.041\) nm\(^{-1}\). The hole region is centred on H but has a waist there. To leading order its section varies as \(\cos\theta(\tfrac23-\cos^2\theta)\), which is largest at \(\cos\theta=\sqrt2/3\), or \(\theta\simeq62^\circ\). "Holes near H" thus means the part of the edge between the crossing points on either side of H, not a pocket thickest at H.

The masses show the same structure. At K, \(E-E_3\simeq(\hbar vk)^2/(E_3-E_2)\) with \(E_3-E_2=2(\gamma_1+\gamma_2)\). Comparing with \(\hbar^2k^2/2m_\parallel\), and expanding \(\gamma_2\cos k_zc\) for the vertical motion,

\[
m_\parallel=\frac{\hbar^2(\gamma_1+\gamma_2)}{(\hbar v)^2}=0.071\,m_e,\qquad
m_z=\frac{\hbar^2}{|\gamma_2|c^2}=8.5\,m_e ,
\]

where \(m_e\) is the free-electron mass. The edge band has a minimum at K and a maximum at H with the same vertical curvature in size, so on the edge itself \(m_z\) is also the vertical hole mass at H. Off the edge the upper valence band has a cusp in \(k_z\) there, and this mass no longer applies. In the minimal model the in-plane dispersion at H is linear, \(E=\pm\hbar vk\), and has no such mass; an offset \(\Delta\) between the A and B levels at H, of order 10 meV in graphite, turns it into \(E(E-\Delta)=(\hbar vk)^2\), which is linear only for \(\hbar vk\gg|\Delta|\).

## What the other hoppings and temperature change

The edge law for \(E_3\) survives \(\gamma_3\) and \(\gamma_4\), which cancel on the edge, and also \(\gamma_5\), the analogue of \(\gamma_2\) in the A columns, which moves only the A levels. Off the edge all of them act. To size them, I diagonalized the lattice Hamiltonian on a mesh around K and filled the states at 4 K, with hoppings \(-\gamma_0\) in the plane, \(+\gamma_1\) and \(\gamma_5/2\) in the A columns, \(-\gamma_3\) for oblique B-B and \(+\gamma_4\) for oblique A-B pairs. The added values were \(\gamma_3=0.3\) eV, \(\gamma_4=\gamma_5=0.04\) eV, and an A level 10 meV below the B level at H before the splitting by \(\gamma_1\), which vanishes there.

With 32 directions per 120° around K, the Fermi level becomes about \(-23.9\) meV and the density \(2.7\times10^{18}\) cm\(^{-3}\), some 15% below the minimal model at the same temperature. A coarser mesh with 8 directions gives \(-23.6\) meV and \(2.6\times10^{18}\) cm\(^{-3}\). Added alone, \(\gamma_3\) lowers the density by about 8%, roughly half of the whole reduction. Nearly all electrons remain on the part of the edge where \(E_3<E_F\), and nearly all holes on the rest.

Now set \(\gamma_2=0\) and hold the other added values fixed. The edge level no longer moves between K and H, and the large pockets it produced disappear. Small ones can remain. With \(\gamma_3\), the coupling between the two B orbitals has a part proportional to \(\pi_q^*\) beside the part \(\pi_q^2/(2\gamma_1\cos\theta)\) that acts through the A orbitals. The two parts cancel at three points off the edge as well as at \(\mathbf q=0\), and the other terms can put these touching points at slightly different energies. These pockets are narrow and need a finer mesh. With 80 directions per 120° the density at 4 K, thermal carriers included, is of the order of \(10^{17}\) cm\(^{-3}\), a few per cent of the value with \(\gamma_2\).

The minimal model with \(\gamma_2=0\) gives a useful thermal comparison. Its Fermi level is zero, and filling the conduction band up to a small energy \(\varepsilon\) takes a density

\[
\frac{1}{\pi^2c}\,\frac{2\gamma_1\varepsilon}{(\hbar v)^2}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta
=\frac{4\gamma_1\varepsilon}{\pi^2c(\hbar v)^2}.
\]

For energies small against \(\gamma_1\) the density of states is therefore constant. Since \(\int_0^\infty d\varepsilon/(e^{\varepsilon/k_BT}+1)=k_BT\ln2\),

\[
n_T=\frac{4\gamma_1k_BT\ln2}{\pi^2c(\hbar v)^2},
\]

or \(1.4\times10^{17}\) cm\(^{-3}\) at 4 K.

At 300 K, \(k_BT=25.9\) meV is comparable with the 40 meV overlap. The lattice count for the minimal model with \(\gamma_2=-0.02\) eV gives \(1.24\times10^{19}\) cm\(^{-3}\), 3.9 times the value at 4 K. The formula for \(n_T\), linear in temperature, already gives about \(1.06\times10^{19}\) cm\(^{-3}\) without any \(\gamma_2\); the lattice count for that case is \(1.2\times10^{19}\) cm\(^{-3}\), because the density of states grows slowly with energy. The Fermi level is now \(-24.4\) meV, which moves the crossing \(E_3=E_F\) to \(\theta\simeq39^\circ\). Only about 73% of the electrons are on the K side of this crossing, and 44% of the holes are there too. With \(\gamma_2=0\) the same part of the edge would hold about 60% of each, so the separation is much weakened but not gone. It is nearly complete only at low temperature.

## Doping and real crystals

The signed integral also shows when the semimetal fails. For a general Fermi level inside the edge band, the leading-order excess of electrons over holes is

\[
n-p=\frac{4\gamma_1}{\pi^2c(\hbar v)^2}\left(E_F-\frac43\gamma_2\right).
\]

With rigid bands, removing the holes requires \(E_F=0\), an excess \(3\sqrt3\,n_0\), where \(n_0\) is the neutral density found above. Removing the electrons requires \(E_F=2\gamma_2\), an excess of holes of half that size. For the example these leading-order values are about \(1.6\times10^{19}\) and \(8\times10^{18}\) cm\(^{-3}\); the full Fermi radii raise the second to about \(9\times10^{18}\) cm\(^{-3}\). Beyond them one carrier type remains at low temperature.

The parameters used here are rough values typical of graphite, and a density of a few \(10^{18}\) cm\(^{-3}\) is the right size for good crystals at low temperature. Real samples contain charged impurities, which shift the balance as just described, and stacking faults, which interrupt the B columns on which \(\gamma_2\) acts; the effect of faults is not estimated here. Of the effects computed, the other hoppings change the density by about 15% at 4 K and by only about 2% at 300 K, and heating to room temperature raises it by a factor of 3.9 in the minimal model and 4.5 with all hoppings.

For the calculation at the start, the cut-off must reach the second layer if low-temperature carriers matter. The mesh must also resolve \(k_z\): a single plane, made neutral by itself, misses the transfer of charge between K and H. In the minimal model it places its Fermi level at its own touching point and has no carriers at zero temperature.
